# The k-derivative Sternheimer equation and the position operator on Bloch states

A uniform electric field couples to electrons through the position operator, which is not lattice periodic. This problem shows how the conduction-band part of its action on a filled Bloch state can be found from a calculation in one unit cell.

**Setting.** Hartree atomic units are used, with electron charge $-1$. The crystal is a spin-paired insulator described by the converged one-electron Hamiltonian

$$H=\tfrac12 p^2+v(\mathbf r)+V_{\rm nl},\qquad \mathbf p=-i\nabla .$$

Here $v$ is the local self-consistent potential and $V_{\rm nl}$ a short-ranged nonlocal potential with kernel $V_{\rm nl}(\mathbf r,\mathbf r')$; both have the lattice periodicity. The eigenstates are $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$ with energies $\varepsilon_{n\mathbf k}$. The periodic parts are orthonormal over one cell, of volume $\Omega$, and $\langle\cdot|\cdot\rangle$ between periodic functions means an integral over that cell.

The lowest $N_v$ bands are filled, and a gap separates them from all others. On periodic functions, $P_{\mathbf k}=\sum_{n\le N_v}|u_{n\mathbf k}\rangle\langle u_{n\mathbf k}|$ is the valence projector and $Q_{\mathbf k}=1-P_{\mathbf k}$ the conduction projector. One Cartesian direction is fixed: $x$ is the position along it, and $\partial$ is the derivative with respect to the component of $\mathbf k$ along it.

## (a) The Hamiltonian for periodic parts

**Find the operator $H_{\mathbf k}$ whose eigenfunctions are the $u_{n\mathbf k}$, and its derivative $\partial H_{\mathbf k}$.**

Insert $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$ into $H\psi_{n\mathbf k}=\varepsilon_{n\mathbf k}\psi_{n\mathbf k}$ and multiply by $e^{-i\mathbf k\cdot\mathbf r}$ from the left:

$$H_{\mathbf k}u_{n\mathbf k}=\varepsilon_{n\mathbf k}u_{n\mathbf k},\qquad H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}.$$

Both exponentials depend on $\mathbf k$, so the product rule gives

$$\partial H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}(-ixH+iHx)e^{i\mathbf k\cdot\mathbf r}
=i\,e^{-i\mathbf k\cdot\mathbf r}[H,x]e^{i\mathbf k\cdot\mathbf r}.\tag{1}$$

For the kinetic part, $[p_x,x]=-i$ implies

$$[\tfrac12p^2,x]=\tfrac12\left(p_x[p_x,x]+[p_x,x]p_x\right)=-ip_x .$$

The factor $i$ in (1) turns this into $p_x$, and $e^{-i\mathbf k\cdot\mathbf r}p_xe^{i\mathbf k\cdot\mathbf r}=p_x+k_x$. The local potential commutes with $x$ and drops out. The nonlocal kernel becomes $e^{-i\mathbf k\cdot(\mathbf r-\mathbf r')}V_{\rm nl}(\mathbf r,\mathbf r')$, whose derivative brings down $-i(x-x')$. Hence

$$\partial H_{\mathbf k}=p_x+k_x+\partial V_{{\rm nl},\mathbf k},\qquad
\partial V_{{\rm nl},\mathbf k}(\mathbf r,\mathbf r')=-i(x-x')e^{-i\mathbf k\cdot(\mathbf r-\mathbf r')}V_{\rm nl}(\mathbf r,\mathbf r').$$

The position enters through the difference $x-x'$, which does not change when both points move by a lattice vector. Therefore $\partial H_{\mathbf k}$ maps periodic functions to periodic functions, although $x$ does not.

## (b) Differentiating one isolated band

**Let band $n$ be nondegenerate near $\mathbf k$, with $u_{n\mathbf k}$ chosen differentiable. Which equation does $\partial u_{n\mathbf k}$ obey, and what does that equation leave open?**

From here the label $\mathbf k$ is dropped from $u_n$ and $\varepsilon_n$ where no confusion arises. Differentiating $(H_{\mathbf k}-\varepsilon_n)u_n=0$ gives

$$(H_{\mathbf k}-\varepsilon_n)\,\partial u_n=-(\partial H_{\mathbf k}-\partial\varepsilon_n)\,u_n .\tag{2}$$

Take the inner product with $u_n$. The left side vanishes because $H_{\mathbf k}$ is Hermitian and $(H_{\mathbf k}-\varepsilon_n)u_n=0$. With $\langle u_n|u_n\rangle=1$ this leaves

$$\partial\varepsilon_n=\langle u_n|\partial H_{\mathbf k}|u_n\rangle ,$$

the band velocity.

Equation (2) does not fix the component of $\partial u_n$ along $u_n$, since adding $c\,u_n$ changes nothing on the left. Normalization requires ${\rm Re}\langle u_n|\partial u_n\rangle=0$. The imaginary part depends on the phase convention: replacing $u_n$ by $e^{i\theta(\mathbf k)}u_n$ adds $i\,\partial\theta$ to $\langle u_n|\partial u_n\rangle$.

## (c) The Sternheimer equation

**Derive a closed equation for $X_n=Q_{\mathbf k}\partial u_n$. Show that it has one solution, and find how this solution depends on the choice of valence functions.**

$Q_{\mathbf k}$ is built from eigenfunctions of $H_{\mathbf k}$, so the two commute. Apply $Q_{\mathbf k}$ to (2). The term with $\partial\varepsilon_n$ disappears because $Q_{\mathbf k}u_n=0$:

$$(H_{\mathbf k}-\varepsilon_n)X_n=-Q_{\mathbf k}(\partial H_{\mathbf k})u_n,\qquad Q_{\mathbf k}X_n=X_n .\tag{3}$$

For a conduction state $u_c$ at the same $\mathbf k$, the inner product with (3) is $(\varepsilon_c-\varepsilon_n)\langle u_c|X_n\rangle=-\langle u_c|\partial H_{\mathbf k}|u_n\rangle$. The gap makes $\varepsilon_c-\varepsilon_n$ positive, so every component is fixed:

$$X_n=\sum_{c>N_v}u_c\,\frac{\langle u_c|\partial H_{\mathbf k}|u_n\rangle}{\varepsilon_n-\varepsilon_c}.\tag{4}$$

The solution exists and is unique. It becomes large when a conduction level coupled by $\partial H_{\mathbf k}$ approaches $\varepsilon_n$, and the construction fails when the gap closes there.

The conduction states need not be computed. One can solve instead

$$(H_{\mathbf k}+\eta P_{\mathbf k}-\varepsilon_n)X_n=-Q_{\mathbf k}(\partial H_{\mathbf k})u_n ,$$

with $\eta$ larger than the total width of the valence bands. The component along a valence state $u_m$ obeys $(\varepsilon_m+\eta-\varepsilon_n)\langle u_m|X_n\rangle=0$. The bracket is positive, so this component is zero. In the conduction space the added term vanishes and (3) is recovered.

Now choose other valence functions $\tilde u_n=\sum_{m\le N_v}u_mU_{mn}(\mathbf k)$, with $U$ unitary and differentiable. Then

$$Q_{\mathbf k}\partial\tilde u_n=\sum_m(Q_{\mathbf k}\partial u_m)U_{mn}+\sum_m(Q_{\mathbf k}u_m)\partial U_{mn}=\sum_mX_mU_{mn}.$$

The derivative of $U$ has dropped out. The vectors $X_n$ transform like the states themselves and do not depend on how the phases or mixtures vary with $\mathbf k$.

## (d) Valence bands that touch

**Where valence bands touch, a single $u_n$ may have no derivative. Show that (3) still holds if $X_n$ is suitably defined.**

The valence projector remains differentiable. It can be written as

$$P_{\mathbf k}=\oint\frac{dz}{2\pi i}\,(z-H_{\mathbf k})^{-1},$$

with a contour that encloses the valence energies and passes through the gap. On the contour the inverse exists and varies smoothly with $\mathbf k$, whatever the valence bands do among themselves.

Differentiate $[H_{\mathbf k},P_{\mathbf k}]=0$, which gives $[\partial H_{\mathbf k},P_{\mathbf k}]+[H_{\mathbf k},\partial P_{\mathbf k}]=0$. Let this act on a valence eigenfunction $u_n$, and apply $Q_{\mathbf k}$. Since $P_{\mathbf k}u_n=u_n$ and $Q_{\mathbf k}P_{\mathbf k}=0$,

$$Q_{\mathbf k}[\partial H_{\mathbf k},P_{\mathbf k}]u_n=Q_{\mathbf k}(\partial H_{\mathbf k})u_n,\qquad
Q_{\mathbf k}[H_{\mathbf k},\partial P_{\mathbf k}]u_n=(H_{\mathbf k}-\varepsilon_n)Q_{\mathbf k}(\partial P_{\mathbf k})u_n .$$

The sum is zero, which is (3) with

$$X_n=Q_{\mathbf k}(\partial P_{\mathbf k})u_n .\tag{5}$$

For an isolated band this agrees with the earlier definition. Differentiating $P_{\mathbf k}u_n=u_n$ gives $(\partial P_{\mathbf k})u_n+P_{\mathbf k}\partial u_n=\partial u_n$, and $Q_{\mathbf k}$ removes the second term.

## (e) The position operator on a Bloch state

**Let $P_c$ be the conduction projector of the whole crystal. Give $P_cx\,\psi_{n\mathbf k}$ a meaning, and prove that it equals $iX_n$ times the Bloch phase $e^{i\mathbf k\cdot\mathbf r}$.**

The phase is needed because $P_cx\,\psi_{n\mathbf k}$ is a Bloch function, while $X_n$ is periodic.

*Meaning.* The function $x\psi_{n\mathbf k}$ grows linearly, so its overlap integrals with Bloch states do not converge. The projector is therefore used through its kernel. Write $P_c=1-P_v$ with

$$P_v(\mathbf r,\mathbf r')=\frac{\Omega}{(2\pi)^3}\int_{\rm BZ}d\mathbf k\,F_{\mathbf k}(\mathbf r,\mathbf r'),\qquad
F_{\mathbf k}(\mathbf r,\mathbf r')=\sum_{n\le N_v}\psi_{n\mathbf k}(\mathbf r)\psi^*_{n\mathbf k}(\mathbf r').$$

Moving $\mathbf r$ by a lattice vector $\mathbf R$ multiplies $F_{\mathbf k}$ by $e^{i\mathbf k\cdot\mathbf R}$, so $P_v(\mathbf r+\mathbf R,\mathbf r')$ is a Fourier coefficient of $F_{\mathbf k}$. By part (d), $F_{\mathbf k}$ is smooth in $\mathbf k$. It is also periodic, since $\mathbf k$ and $\mathbf k$ plus a reciprocal lattice vector label the same states. Repeated integration by parts then has no boundary terms, and each one yields another inverse power of $|\mathbf R|$. The kernel thus decays faster than any power of distance, and $\int P_v(\mathbf r,\mathbf r')\,x'\psi_{n\mathbf k}(\mathbf r')\,d\mathbf r'$ converges. In a metal $F_{\mathbf k}$ jumps at the Fermi surface and this argument fails.

*Action on Bloch functions.* Let $w$ be periodic and $\mathbf k'$ lie in the zone. Splitting the integral over space into cells gives

$$\int\psi^*_{n\mathbf k}e^{i\mathbf k'\cdot\mathbf r}w\,d\mathbf r=\sum_{\mathbf R}e^{i(\mathbf k'-\mathbf k)\cdot\mathbf R}\int_{\rm cell}\psi^*_{n\mathbf k}e^{i\mathbf k'\cdot\mathbf r}w\,d\mathbf r .$$

The lattice sum is $(2\pi)^3\delta(\mathbf k-\mathbf k')/\Omega$, which cancels the prefactor of $P_v$. Hence

$$P_v\,e^{i\mathbf k'\cdot\mathbf r}w=e^{i\mathbf k'\cdot\mathbf r}P_{\mathbf k'}w,\qquad
P_c\,e^{i\mathbf k'\cdot\mathbf r}w=e^{i\mathbf k'\cdot\mathbf r}Q_{\mathbf k'}w .\tag{6}$$

*Proof.* Fix $u_n$ at the point $\mathbf k$ and define $w(\mathbf k')=P_{\mathbf k'}u_n$. This is smooth in $\mathbf k'$ and equals $u_n$ at $\mathbf k'=\mathbf k$. Because $Q_{\mathbf k'}P_{\mathbf k'}=0$, (6) gives

$$P_c\left[e^{i\mathbf k'\cdot\mathbf r}w(\mathbf k')\right]=0\quad\text{for every }\mathbf k'.$$

Differentiate at $\mathbf k'=\mathbf k$. The derivative may be taken inside the integral, since it grows only linearly in space while the kernel decays faster than any power:

$$P_c\left[i\,x\,\psi_{n\mathbf k}+e^{i\mathbf k\cdot\mathbf r}(\partial P_{\mathbf k})u_n\right]=0 .$$

By (6) and (5), the second term is $e^{i\mathbf k\cdot\mathbf r}Q_{\mathbf k}(\partial P_{\mathbf k})u_n=e^{i\mathbf k\cdot\mathbf r}X_n$. So $iP_cx\psi_{n\mathbf k}=-e^{i\mathbf k\cdot\mathbf r}X_n$, and multiplication by $-i$ yields

$$P_c\,x\,\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}\,iX_n .\tag{7}$$

The choice of origin does not matter: shifting $x$ by a constant adds a multiple of $P_c\psi_{n\mathbf k}=0$.

The signs can be checked with the commutator. Since $P_c$ commutes with $H$, the left side of (7) satisfies $(H-\varepsilon_n)P_cx\psi_{n\mathbf k}=P_c[H,x]\psi_{n\mathbf k}$. For the right side, (3) and (1) give

$$e^{i\mathbf k\cdot\mathbf r}\,i(H_{\mathbf k}-\varepsilon_n)X_n=-i\,e^{i\mathbf k\cdot\mathbf r}Q_{\mathbf k}(\partial H_{\mathbf k})u_n=-i\cdot i\,P_c[H,x]\psi_{n\mathbf k}=P_c[H,x]\psi_{n\mathbf k}.$$

*Limit of separate atoms.* Let $\psi_{\mathbf k}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\phi(\mathbf r-\mathbf R)$ with orbitals $\phi$ that do not overlap. Then $u_{\mathbf k}=\sum_{\mathbf R}e^{-i\mathbf k\cdot(\mathbf r-\mathbf R)}\phi(\mathbf r-\mathbf R)$, and

$$e^{i\mathbf k\cdot\mathbf r}\,i\,\partial u_{\mathbf k}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}(x-R_x)\phi(\mathbf r-\mathbf R).$$

The position is measured from each atom's own site. After projection, (7) describes the ordinary atomic dipole transitions.

## (f) Why no self-consistency is needed

**The potential $v$ depends on the density. Why does (3) contain no induced potential, and why is the response to an electric field different?**

In (3), $\mathbf k$ labels different states of one fixed Hamiltonian $H$. Changing the label does not perturb the crystal, and (1) was derived with $H$ held fixed. The right side contains known ground-state quantities, so one linear solution per state and direction is enough.

A stronger statement holds. Let $n_{\mathbf k}(\mathbf r)=2\sum_{n\le N_v}|u_{n\mathbf k}|^2$, with the factor 2 for spin. The density is its average over the zone. If all wavevectors are moved together, the density changes at the rate

$$\frac{\Omega}{(2\pi)^3}\int_{\rm BZ}\partial n_{\mathbf k}(\mathbf r)\,d\mathbf k=0 ,$$

because $n_{\mathbf k}$ is periodic in $\mathbf k$. The contributions of single wavevectors need not vanish, but their average does. On a finite mesh the cancellation is incomplete. In one dimension with lattice constant $a$, write $n_k=\sum_mf_me^{ikma}$. The average over $N$ equally spaced points retains the terms with $m$ a multiple of $N$. Moving the mesh changes those with $m\ne0$, which become small rapidly as $N$ grows because $n_k$ is smooth.

A field $E$ along $x$ is a real perturbation. An electron of charge $-1$ acquires the energy $+Ex$, and the density change alters $v$. With a Coulomb interaction, the polarization of a finite sample also induces a potential linear in $x$; $E$ is taken to be the total macroscopic field, which includes that part, so the remaining induced potential is periodic. Let $\delta v$ be this induced periodic potential per unit field and $e^{i\mathbf k\cdot\mathbf r}Y_n$ the conduction part of the first-order state per unit field. First-order perturbation theory gives $(H-\varepsilon_n)e^{i\mathbf k\cdot\mathbf r}Y_n=-P_c(x+\delta v)\psi_{n\mathbf k}$, and (7) and (6) turn this into

$$(H_{\mathbf k}-\varepsilon_n)Y_n=-iX_n-Q_{\mathbf k}\,\delta v\,u_n .$$

The induced density per unit field is the zone average of $4\,{\rm Re}\sum_nu_n^*Y_n$: one factor 2 is for spin, the other comes from the two complex-conjugate terms $u_n^*Y_n+u_nY_n^*=2\,{\rm Re}\,u_n^*Y_n$ in the change of $|u_n|^2$. Valence admixtures do not contribute, since a first-order unitary rotation among filled states leaves the density unchanged. As $\delta v$ depends on this density, $Y_n$ must be found self-consistently. The source $iX_n$ is computed once and kept.

## (g) A one-dimensional crystal

**Evaluate $X_n$ for a model with two filled bands, and examine the statements above numerically.**

The model has lattice constant $a=4.0$ bohr and, with $b=2\pi/a$, the local potential

$$v(x)=A_2\cos(2bx)+A_1\cos(bx-0.6)+g\,n(x),$$

where $A_2=2.0$ hartree, $A_1=0.3$ hartree and $g=0.3$ hartree bohr. The last term makes the problem self-consistent. The nonlocal part is $D\sum_R|\beta_R\rangle\langle\beta_R|$, with $D=0.4$ hartree and one normalized Gaussian $\propto e^{-(x-c)^2/2s^2}$ per cell, where $s=0.5$ bohr and $c=0.9$ bohr in the first cell. The resulting gap is $1.424$ hartree ($38.74$ eV). The calculation uses 25 grid points per cell and, for the ground state, 16 wavevectors. The largest values quoted below are taken over these grid points and can lie a few percent below the maxima of the continuous functions.

At $k_0=0.3\,b=0.4712$ bohr$^{-1}$, bands 2 and 3 lie at $0.785829$ and $2.724925$ hartree. The matrix element of $\partial H_k$ between them has modulus $0.888350$ hartree bohr. Equation (4) gives

$$|\langle u_3|iX_2\rangle|=\frac{0.888350}{2.724925-0.785829}=\frac{0.888350}{1.939096}=0.4581\ \text{bohr}.$$

The Sternheimer solution has norm $\|X_2\|=0.4677$ bohr ($0.2475$ angstrom). Band 3 thus supplies $(0.4581/0.4677)^2\approx0.96$ of the squared norm, and the higher bands the rest. For band 1, $\|X_1\|=0.3023$ bohr ($0.1599$ angstrom).

**Phase.** With neighbouring states aligned so that $\langle u_2|\partial u_2\rangle=0$, the full derivative has norm $0.7604$ bohr. An added phase $e^{i\gamma(k-k_0)}$ with $\gamma=3.0$ bohr contributes the orthogonal vector $i\gamma u_2$, so the norm becomes $\sqrt{0.7604^2+3.0^2}=3.095$ bohr. The projected part agrees with $X_n$ to better than $10^{-6}$ of its largest value for both phase choices.

**Nonlocal potential.** If $\partial V_{\rm nl,k}$ is omitted from (3), the error in $X_n$, relative to its norm, is $3.9\%$ for band 1 and $11.2\%$ for band 2.

**Position identity.** The conduction projector was built from eigenstates of a finite supercell and applied to $x\psi$. In the central cell, the largest deviation from (7), relative to the largest value of the right side, is $8.4\times10^{-3}$, $1.4\times10^{-4}$ and $9.4\times10^{-9}$ for 5, 11 and 21 cells. Over this range the deviation falls by six orders of magnitude, consistent with the decay of $P_v$, but not monotonically: 7 cells give $1.0\times10^{-2}$. The function $x\psi$ is discontinuous at the supercell edge, and the values depend somewhat on the grid; with 51 points per cell they are about $7\%$ larger.

**Self-consistency.** Differentiating $P_k^2=P_k$ gives $P_k(\partial P_k)P_k=0$ and $Q_k(\partial P_k)Q_k=0$, so $\partial P_k=\sum_n(|X_n\rangle\langle u_n|+|u_n\rangle\langle X_n|)$ and $\partial n_k=4\,{\rm Re}\sum_nu_n^*X_n$. At $k_0$ alone, $|\partial n_k|$ reaches about $0.30$ ($0.294$ on the grid points); its zone average vanishes within numerical accuracy. When all $k$ are moved and the ground state is recomputed, the largest $|dv/dk|$ is $2.1\times10^{-2}$, $5.7\times10^{-4}$ and $2.9\times10^{-7}$ hartree bohr for 2, 4 and 8 points, with each mesh offset from $k=0$ by a quarter of its spacing. With 16 points it is zero within the accuracy of the calculation. With 16 points, finite differences of the valence projector that include this recomputation deviate from $X_n$ by at most $5.1\times10^{-9}$ of the largest value of $|X_n|$.

The electric field behaves differently. The largest induced density per unit field is $0.515$ a.u. with $v$ frozen and $0.438$ a.u. after self-consistency. The largest difference between the two responses is $17.7\%$ of the self-consistent maximum. In the central cell, finite-field supercell calculations deviate from each response by at most $3.5\times10^{-8}$ of the largest value of that response, which also checks the use of $iX_n$ as the source. For touching bands, take the potential $A_2\cos(2bx)$ alone, whose two lowest bands meet at $k=b/2$. This potential has period $a/2$, so the crossing comes from folding the zone: the lowest state, labelled by energy, switches to an orthogonal state at $k=b/2$, although each branch followed through the crossing is differentiable. There the solution of (3) deviates from finite differences of the valence projector, as in (5), by $3.9\times10^{-9}$ of its largest value.

## Computed results

```
lattice constant a = 4.0 bohr; grid points per cell = 25
v_ext: A2 = 2.0, A1 = 0.3 hartree; phase = 0.6 rad
density coupling g = 0.3 hartree bohr
nonlocal strength D = 0.4 hartree
Gaussian width = 0.5 bohr, centre = 0.9 bohr
filled bands = 2; k points in ground state = 16
k0 = 0.471239 1/bohr = 0.30 x 2 pi/a
band gap = 1.42378 hartree = 38.743 eV
valence width = 0.85815 hartree
energy of band 1 at k0 = 0.083171 hartree
energy of band 2 at k0 = 0.785829 hartree
energy of band 3 at k0 = 2.724925 hartree
slope de/dk of band 1 = 0.102346 hartree bohr
slope de/dk of band 2 = -0.337450 hartree bohr
norm of X, band 1 = 0.302257 bohr = 0.159948 angstrom
norm of X, band 2 = 0.467654 bohr = 0.247472 angstrom
|<u3|dH/dk|u2>| = 0.888350 hartree bohr
|<u3|i X2>| = 0.458126 bohr
share of band 3 in norm^2 of X2 = 0.9597
rel. error, X vs projector differences = 5.1e-09
norm of full du2/dk, aligned phase = 0.76037 bohr
same, added phase slope 3.0 bohr = 3.09486 bohr
touching bands: splitting = 3.3e-14 hartree
touching bands: rel. error of X = 3.9e-09
error without nonlocal term, band 1 = 3.88 percent
error without nonlocal term, band 2 = 11.24 percent
P_c x psi vs exp(ikx) i X, 5 cells: rel. error 8.4e-03
P_c x psi vs exp(ikx) i X, 11 cells: rel. error 1.4e-04
P_c x psi vs exp(ikx) i X, 21 cells: rel. error 9.4e-09
at x = 0.96 bohr, |P_c x psi2| = 0.144919 bohr^(1/2)
at the same x, |i X2| = 0.144919 bohr^(1/2)
max |dv/dk|, all k shifted, 2 k points: 2.1e-02 hartree bohr
max |dv/dk|, all k shifted, 4 k points: 5.7e-04 hartree bohr
max |dv/dk|, all k shifted, 8 k points: 2.9e-07 hartree bohr
max |dv/dk|, all k shifted, 16 k points: 1.8e-12 hartree bohr
rel. error of X vs repeated self-consistency = 5.1e-09
max |dn_k/dk| at k0 alone = 0.29358 (dimensionless)
max |dn/dk| after zone average = 3.6e-12 (dimensionless)
max |dn/dE|, frozen potential = 0.51497 a.u.
max |dn/dE|, self-consistent = 0.43761 a.u.
frozen vs self-consistent dn/dE: 17.68 percent
iterations for the field response = 15
finite-field supercell: 13 cells, E = 5.0e-04 a.u.
rel. error, frozen response = 3.5e-08
rel. error, self-consistent response = 3.5e-08
```
